# Recovering composition from Auger sputter profiles by a depth-derivative correction: a numerical check

```python
# Result under test: in Auger sputter profiling with exponential attenuation,
#     X(z) = J(z) - L dJ/dz
# X: true atomic fraction at depth z; J: intensity after removing depth z,
# divided by that of a thick pure standard; L = lambda*cos(theta): effective
# attenuation length along the surface normal. All lengths are in nm.
# The example is a buried Ni layer in Cr with rough, round parameters.
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

line_energy_eV, ion_energy_eV = 850.0, 1000.0   # label the regime only
path_length = 1.2            # attenuation length in Ni along the path
path_length_cr = 1.4         # same electrons in Cr
angle_deg = 40.0
cosine = np.cos(np.radians(angle_deg))
L = path_length * cosine
L_cr = path_length_cr * cosine
top, bottom, edge_width = 10.0, 15.0, 1.0
mix_width, roughness = 1.0, 0.7
step, noise = 0.5, 0.01
scale_factor = 1.1
rng = np.random.default_rng(7)

# Composite Gauss-Legendre nodes for distances from 0 to 40 nm
x_ref, w_ref = np.polynomial.legendre.leggauss(10)
panel = 0.5
starts = np.arange(0.0, 40.0, panel)
t = (starts[:, None] + panel * (x_ref + 1) / 2).ravel()
wt = np.tile(w_ref * panel / 2, len(starts))


def composition(z, width=edge_width):
    return 0.5 * (erf((z - top) / width) - erf((z - bottom) / width))


def signal(z):
    """Normalised intensity from its defining integral."""
    z = np.asarray(z, dtype=float)
    return composition(z[..., None] + t) @ (wt * np.exp(-t / L) / L)


def slope(function, z, h=1e-3):
    return (function(z + h) - function(z - h)) / (2 * h)


def recover(function, z, h=1e-3):
    return function(z) - L * slope(function, z, h)


def largest(values):
    return float(np.max(np.abs(values)))


grid = np.linspace(5.0, 20.0, 301)
X, J = composition(grid), signal(grid)

# Main result: quadrature plus numerical derivative against the input profile
main_error = largest(recover(signal, grid) - X)
assert main_error < 2e-6

# Random electron paths: escape law, effective length and normalisation
z_test = 9.5
depth = rng.uniform(0, 15, 3_000_000)
free_path = rng.exponential(path_length, depth.size)
escaped = depth[free_path * cosine > depth]
mc_length = escaped.mean()
mc_signal = composition(z_test + escaped).mean()
assert abs(mc_length - L) < 0.015
assert abs(mc_signal - signal(z_test)) < 0.006

# Converse: backward solution forgets a wrong starting value at great depth
back = solve_ivp(lambda z, y: (y - composition(z)) / L, (30, 12), [0.3],
                 rtol=1e-10, atol=1e-12, max_step=0.2)
assert abs(back.y[0, -1] - signal(12.0)) < 1e-7


# Abrupt interfaces: one-sided derivatives give one-sided compositions
def sharp_signal(z):
    if z >= bottom:
        return 0.0
    return quad(lambda s: np.exp(-s / L) / L, max(top - z, 0), bottom - z,
                epsabs=1e-13, epsrel=1e-12)[0]


eps = 1e-5
for place, above, below in ((top, 0, 1), (bottom, 1, 0)):
    here = sharp_signal(place)
    right = (sharp_signal(place + eps) - here) / eps
    left = (here - sharp_signal(place - eps)) / eps
    assert abs(here - L * right - below) < 1e-4
    assert abs(here - L * left - above) < 1e-4

# Extremum, area and centroid of the measured layer
peak = minimize_scalar(lambda z: -float(signal(z)), bounds=(10, 15),
                       method="bounded", options={"xatol": 1e-9})
peak_z, peak_J = peak.x, -peak.fun
assert abs(peak_J - composition(peak_z)) < 1e-5
wide = np.linspace(0, 25, 1001)
area_X, area_J = [trapezoid(f(wide), wide) for f in (composition, signal)]
centre_X = trapezoid(wide * composition(wide), wide) / area_X
centre_J = trapezoid(wide * signal(wide), wide) / area_J
assert abs(area_J - area_X) < 1e-3
assert abs(centre_X - centre_J - L) < 1e-3
half_up = brentq(lambda z: float(signal(z)) - 0.5, 7, peak_z)
half_down = brentq(lambda z: float(signal(z)) - 0.5, peak_z, 18)

# Sampling: quadratic bias and noise gain of the central difference
bias = largest(recover(signal, grid, step) - X)
bias_half = largest(recover(signal, grid, step / 2) - X)
assert 3.2 < bias / bias_half < 4.3
draws = noise * rng.standard_normal((3, 400_000))
noise_mc = np.std(draws[1] - L * (draws[2] - draws[0]) / (2 * step))
noise_out = noise * np.sqrt(1 + L**2 / (2 * step**2))
assert abs(noise_mc / noise_out - 1) < 0.01


# Attenuation that depends on composition: 1/L(z) is a weighted mean
def integral_of_composition(z):
    def primitive(u):
        return u * erf(u) + np.exp(-u**2) / np.sqrt(np.pi)
    return edge_width / 2 * (primitive((z - top) / edge_width)
                             - primitive((z - bottom) / edge_width))


def matrix_signal(z):
    zz = np.asarray(z, dtype=float)[..., None]
    amount = integral_of_composition(zz + t) - integral_of_composition(zz)
    exponent = t / L_cr + (1 / L - 1 / L_cr) * amount
    return (composition(zz + t) * np.exp(-exponent)) @ wt / L


local_L = 1 / (X / L + (1 - X) / L_cr)
general = L / local_L * matrix_signal(grid) - L * slope(matrix_signal, grid)
assert largest(general - X) < 3e-6
matrix_error = largest(recover(matrix_signal, grid) - X)

# Wrong product of attenuation length and depth derivative
scaled = J - scale_factor * L * slope(signal, grid)
assert largest(scaled - X - (1 - scale_factor) * (J - X)) < 3e-6
scale_error = largest(scaled - X)

# Roughness: average over terraces with Gaussian spread of removed depth
g_x, g_w = np.polynomial.hermite.hermgauss(40)


def rough_signal(z):
    return sum(w * signal(z + np.sqrt(2) * roughness * x)
               for x, w in zip(g_x, g_w)) / np.sqrt(np.pi)


rough_recovered = recover(rough_signal, grid)
smeared_width = np.sqrt(edge_width**2 + 2 * roughness**2)
assert largest(rough_recovered - composition(grid, smeared_width)) < 1e-5
rough_error = largest(rough_recovered - X)


# Mixing: a uniform zone of fixed width moves ahead of the surface
def mixed_surface(z):
    zz = np.asarray(z, dtype=float)[..., None]
    return composition(zz + mix_width - t) @ (
        wt * np.exp(-t / mix_width) / mix_width)


def mixed_signal(z):
    z = np.asarray(z, dtype=float)
    layers = np.where(t < mix_width, mixed_surface(z)[..., None],
                      composition(z[..., None] + t))
    return layers @ (wt * np.exp(-t / L) / L)


slabs = 200
thickness = mix_width / slabs
zone = np.zeros(slabs)
for k in range(round(top / thickness)):
    zone[:-1] = zone[1:]
    zone[-1] = composition(k * thickness + mix_width + thickness / 2)
    zone[:] = zone.mean()
assert abs(zone[0] - mixed_surface(top)) < 0.01

mixed_recovered = recover(mixed_signal, grid)
S, ahead = mixed_surface(grid), composition(grid + mix_width)
q = np.exp(-mix_width / L)
S_slope = (ahead - S) / mix_width
assert largest(mixed_recovered - (1 - q) * (S - L * S_slope)
               - q * ahead) < 5e-6
mix_error = largest(mixed_recovered - X)
mix_error_surface = largest(mixed_recovered - S)
mix_error_raw = largest(mixed_signal(grid) - X)


# Abrupt edge of a thick film just after the mixed zone has reached it
def mixed_edge_signal(advance):
    surface = quad(lambda u: np.exp(-u / mix_width) / mix_width,
                   0, advance)[0]
    near = quad(lambda s: np.exp(-s / L) / L, 0, mix_width)[0]
    far = quad(lambda s: np.exp(-s / L) / L, mix_width, mix_width + 40)[0]
    return surface * near + far


edge_value = mixed_edge_signal(0.0) - L * (
    mixed_edge_signal(eps) - mixed_edge_signal(0.0)) / eps
assert abs(edge_value - (q - (1 - q) * L / mix_width)) < 1e-4
assert edge_value < 0

print(f"Auger line energy, rough: {line_energy_eV:.0f} eV")
print(f"ion energy, rough: {ion_energy_eV:.0f} eV")
print(f"path attenuation length in Ni: {path_length:.2f} nm")
print(f"path attenuation length in Cr: {path_length_cr:.2f} nm")
print(f"emission angle: {angle_deg:.0f} deg, cosine {cosine:.4f}")
print(f"effective attenuation length L: {L:.4f} nm")
print(f"L converted: {L*constants.nano/constants.angstrom:.3f} angstrom")
print(f"layer edges: {top:.1f} and {bottom:.1f} nm")
print(f"edge width parameter of erf: {edge_width:.2f} nm")
print("z/nm   X true   J       L*dJ/dz   J-L*dJ/dz")
for z in (8.0, 9.0, 10.0, 11.0, 12.0, 13.0, 14.0, 15.0, 16.0):
    d = L * slope(signal, z)
    print(f"{z:4.1f}  {composition(z):7.4f} {signal(z):7.4f}"
          f"  {d:8.4f}  {signal(z)-d:8.4f}")
print(f"largest error of recovered X: {main_error:.1e}")
print(f"largest |J-X| without correction: {largest(J-X):.3f}")
print(f"random paths: mean escape depth {mc_length:.3f} nm")
print(f"random paths: J at {z_test} nm = {mc_signal:.3f}")
print(f"quadrature:   J at {z_test} nm = {signal(z_test):.3f}")
print(f"J = 0.5 at {half_up:.3f} and {half_down:.3f} nm")
print(f"peak of J: {peak_J:.4f} at {peak_z:.3f} nm")
print(f"X at that depth: {composition(peak_z):.4f}")
print(f"layer area from X, J: {area_X:.4f}, {area_J:.4f} nm")
print(f"centroid of X, J: {centre_X:.4f}, {centre_J:.4f} nm")
print(f"sampling step: {step:.2f} nm")
print(f"largest bias, full step: {bias:.4f}")
print(f"largest bias, half step: {bias_half:.4f}")
print(f"noise in J: {noise:.4f}, in X: {noise_out:.4f}")
print(f"matrix effect, largest error: {matrix_error:.3f}")
print(f"scale factor {scale_factor:.2f}, largest error: {scale_error:.3f}")
print(f"roughness (rms): {roughness:.2f} nm")
print(f"roughness, smeared edge width: {smeared_width:.3f} nm")
print(f"roughness, largest error: {rough_error:.3f}")
print(f"mixing zone width: {mix_width:.2f} nm, q = {q:.4f}")
print(f"mixing, corrected minus X, largest: {mix_error:.3f}")
print(f"mixing, corrected minus S, largest: {mix_error_surface:.3f}")
print(f"mixing, raw J minus X, largest: {mix_error_raw:.3f}")
print(f"mixing, lowest corrected value: {mixed_recovered.min():.4f}")
print(f"mixing, highest corrected value: {mixed_recovered.max():.4f}")
print(f"mixing, abrupt edge corrected value: {edge_value:.4f}")
print("all assertions hold")
```

Printed output:

```
Auger line energy, rough: 850 eV
ion energy, rough: 1000 eV
path attenuation length in Ni: 1.20 nm
path attenuation length in Cr: 1.40 nm
emission angle: 40 deg, cosine 0.7660
effective attenuation length L: 0.9193 nm
L converted: 9.193 angstrom
layer edges: 10.0 and 15.0 nm
edge width parameter of erf: 1.00 nm
z/nm   X true   J       L*dJ/dz   J-L*dJ/dz
 8.0   0.0023  0.1513    0.1489    0.0023
 9.0   0.0786  0.4121    0.3335    0.0786
10.0   0.5000  0.7911    0.2911    0.5000
11.0   0.9214  0.9619    0.0405    0.9214
12.0   0.9977  0.9481   -0.0495    0.9977
13.0   0.9977  0.8481   -0.1496    0.9977
14.0   0.9214  0.5859   -0.3354    0.9214
15.0   0.5000  0.2031   -0.2969    0.5000
16.0   0.0786  0.0208   -0.0579    0.0786
largest error of recovered X: 8.1e-08
largest |J-X| without correction: 0.372
random paths: mean escape depth 0.920 nm
random paths: J at 9.5 nm = 0.607
quadrature:   J at 9.5 nm = 0.607
J = 0.5 at 9.232 and 14.225 nm
peak of J: 0.9682 at 11.312 nm
X at that depth: 0.9682
layer area from X, J: 5.0000, 5.0000 nm
centroid of X, J: 12.5000, 11.5808 nm
sampling step: 0.50 nm
largest bias, full step: 0.0191
largest bias, half step: 0.0050
noise in J: 0.0100, in X: 0.0164
matrix effect, largest error: 0.071
scale factor 1.10, largest error: 0.037
roughness (rms): 0.70 nm
roughness, smeared edge width: 1.407 nm
roughness, largest error: 0.082
mixing zone width: 1.00 nm, q = 0.3369
mixing, corrected minus X, largest: 0.141
mixing, corrected minus S, largest: 0.107
mixing, raw J minus X, largest: 0.336
mixing, lowest corrected value: -0.0002
mixing, highest corrected value: 0.9673
mixing, abrupt edge corrected value: -0.2726
all assertions hold
```
